# Averaging Deposition Flux over Planetary Rotation with Equally Spaced Angles

For a substrate carried on a closed planetary path above a small, unshadowed evaporation source, the mean flux can be found efficiently by adding $N$ equally spaced samples with equal weights. The envelope of the error falls as $N^{m-1}e^{-aN}$. Here $m=(n+3)/2$ is set by the emission exponent $n$, and $a$ is the distance from the real angle axis to the nearest complex angle at which the squared source-to-point distance vanishes. Simpson's rule converges at half this rate. Gauss-Legendre quadrature is also exponential, and for a single rotation with a sharply peaked flux it can be the faster rule if the interval starts at the peak. For a single rotation, the preference for equal spacing therefore has a condition, derived below.

## The flux and the path

A small source at height zero emits the volume fraction $(n+1)\cos^n\theta/(2\pi)$ per unit solid angle. The factor $n+1$ normalises the emission, because $2\pi\int_0^{\pi/2}\cos^n\theta\sin\theta\,d\theta=2\pi/(n+1)$. The substrate is horizontal at height $h$, every arriving atom sticks, and there are no collisions on the way. A unit area at distance $r$ subtends the solid angle $\cos\theta/r^2$, and $\cos\theta=h/r$. The film volume per area, for unit evaporated volume, is therefore

$$F=\frac{(n+1)h^{n+1}}{2\pi\,r^{n+3}}=\frac{(n+1)h^{n+1}}{2\pi}\,(r^2)^{-m}.$$

Put the main axis at the origin of the horizontal plane, written as a complex plane. The source sits at $s$, the planet centre at $Re^{i\alpha}$, and the point of interest at $\rho e^{i\beta}$ from that centre. Both angles are measured in the laboratory frame. Then $r^2=h^2+|Re^{i\alpha}+\rho e^{i\beta}-s|^2$, and multiplying out the modulus gives

$$r^2=H+2R\rho\cos(\beta-\alpha)-2Rs\cos\alpha-2\rho s\cos\beta,$$

with $H=h^2+R^2+\rho^2+s^2$. Gears that make $p$ planet turns in $q$ orbits, with $p>q>0$ coprime, give $\alpha=qt$ and $\beta=pt+\beta_0$. The path closes when $t$ has advanced by $2\pi$. At constant source rate and angular speed, the thickness after whole cycles is the evaporated volume times

$$I=\frac1{2\pi}\int_0^{2\pi}F(t)\,dt .$$

## What goes wrong with a higher-order rule

The naive approach treats $I$ as an ordinary integral and raises the order of the quadrature. For even $N$, Simpson's rule gives weight $4/3$ to odd samples and $2/3$ to even ones; the two end samples coincide by periodicity and merge into one even sample. Let $T_N$ be the equal-weight mean. Writing the Simpson mean as $4/3$ of all samples less $2/3$ of the even ones,

$$S_N=\frac43\,\frac1N\sum_{\rm all}F-\frac23\,\frac1N\sum_{\rm even}F=\frac{4T_N-T_{N/2}}3,$$

because $T_{N/2}=(2/N)\sum_{\rm even}F$. The alternating weights bring back the error of a grid with half the points.

That error follows from the Fourier series $F=\sum_k c_ke^{ikt}$, in which $I=c_0$. On the grid $t_j=2\pi j/N$, the mean of $e^{ikt}$ is a geometric sum. It equals one if $N$ divides $k$ and zero otherwise. Hence

$$E_N\equiv T_N-I=\sum_{j\ne0}c_{jN}.$$

The grid mistakes harmonic $N$ and its multiples for a constant, and it averages every other harmonic correctly. Simpson's error is $(4E_N-E_{N/2})/3$, so it contains $c_{N/2}$, which equal weights remove.

## Why the equal-weight error is exponential

On the real axis $r^2\ge h^2>0$, so $F$ is smooth. It remains analytic for complex $t$ until $r^2$ vanishes. Take $0<y<a$ and let $M$ bound $|F|$ for $|{\rm Im}\,t|\le y$. For $k>0$, shift the path of integration in

$$c_k=\frac1{2\pi}\int_0^{2\pi}F(t)e^{-ikt}dt$$

down by $iy$. The two vertical sides cancel by periodicity, and on the new path $|e^{-ikt}|=e^{-ky}$. For $k<0$ the shift is upward. Thus $|c_k|\le Me^{-|k|y}$, and summing the geometric series on both sides gives

$$|E_N|\le2M\sum_{j\ge1}e^{-jNy}=\frac{2M}{e^{yN}-1}.$$

A single rotation shows the prefactor. Let a point at radius $\rho$ turn about an axis at distance $s$ from the source, so that $r^2=A-B\cos t$ with $A=h^2+s^2+\rho^2$ and $B=2s\rho$. Define $a$ by $\cosh a=A/B$, and let $z=e^{-a}$ and $D=\sqrt{A^2-B^2}=B\sinh a$. Since $\cosh a=(z+1/z)/2$,

$$A-B\cos t=\frac{B}{2z}(1-ze^{it})(1-ze^{-it}).$$

Raise this to the power $-m$ and expand each bracket with the binomial coefficients $b_l=\Gamma(l+m)/(\Gamma(m)\,l!)$. The coefficient of $e^{iNt}$ is

$$\left(\frac{B}{2z}\right)^{-m}\sum_{l\ge0}b_{N+l}\,b_l\,z^{N+2l}.$$

For large $N$ and fixed $l$, $b_{N+l}\approx N^{m-1}/\Gamma(m)$. The remaining sum is $\sum_lb_lz^{2l}=(1-z^2)^{-m}$, and $B(1-z^2)/(2z)=B\sinh a=D$. To leading order, therefore,

$$c_N\approx\frac{N^{m-1}e^{-aN}}{\Gamma(m)D^m}$$

for the function $(r^2)^{-m}$. The constant in front of $F$ multiplies both mean and error.

For $n=1$, so that $m=2$, the result is closed. At $m=1$ all $b_l=1$, and the sum gives $c_k=e^{-a|k|}/D$. Differentiating $(A-B\cos t)^{-1}$ with respect to $A$ gives $-(A-B\cos t)^{-2}$. With $dD/dA=A/D$ and $da/dA=1/D$,

$$c_k=-\frac{d}{dA}\frac{e^{-a|k|}}D=\frac{e^{-a|k|}(A+|k|D)}{D^3}.$$

The mean is $A/D^3$, and the leading relative error of $T_N$ is $2e^{-aN}(1+ND/A)$. A distant source or a small circle makes $A/B$ large and convergence fast. As $A/B\to1$ the point passes almost over a close source, $a\to0$, and many samples are needed.

## When Gauss-Legendre quadrature is faster

Map one full turn to $-1\le x\le1$ and set $x=\cos\varphi$. The flux becomes an even periodic function of $\varphi$, whose Fourier coefficients are its Chebyshev coefficients. By the contour shift above, they decay at the rate $\eta$, the distance of the nearest singularity from the real $\varphi$ axis. Gauss quadrature with $N$ points integrates polynomials up to degree $2N-1$ without error and has positive weights. Its error is therefore bounded by the Chebyshev remainder beyond that degree, which decays at the rate $2\eta$ per point. This rate is the actual one. For a simple pole, $1/(x_*-x)$, the error of the integral over $x$ is $2Q_N(x_*)/P_N(x_*)$, and for large $N$ the Legendre functions $Q_N$ and $P_N$ vary as $e^{-N\eta}$ and $e^{N\eta}$. A stronger singularity at the same place changes only the power of $N$ in front.

A singularity at $x=\cosh(\eta+i\varphi_0)$ has real part $\cosh\eta\cos\varphi_0$ and imaginary part $\sinh\eta\sin\varphi_0$. The flux peak at $t=0$ has its singularities at $t=\pm ia$. If the peak lies in mid-interval, they map to $x=\pm ia/\pi$, so $\cos\varphi_0=0$ and the rate is

$$2\eta=2\,{\rm arcsinh}(a/\pi)<a .$$

If the interval starts at the peak, the real part has magnitude one. Then $\cos\varphi_0=1/\cosh\eta$ and $\sin\varphi_0=\tanh\eta$, which gives

$$\frac a\pi=\sinh\eta\,\tanh\eta .$$

For small $a$ this is $\eta\approx\sqrt{a/\pi}$. The Gauss rate $2\sqrt{a/\pi}$ then exceeds $a$, because the nodes crowd together where the flux is sharp. Other starting angles lie between these extremes: at fixed imaginary part, moving the singularity away from the centre of the interval puts it on a larger confocal ellipse and raises $\eta$.

Equal spacing has the faster rate for every starting angle when $a>2\eta$ in the end-peak case, that is, when

$$\frac{\sinh\eta}{\eta}\tanh\eta>\frac2\pi .$$

Both factors on the left increase with $\eta$, so there is one threshold. Solving numerically gives $a^*=1.356$, or $A/B=2.07$. This criterion concerns rates over a full turn of a single rotation; prefactors can matter at small $N$.

Two cases with $n=1$ show both sides. The errors are relative to the mean and are geometric averages over the stated $N$.

- **Sharp flux:** $h=100$ mm and $s=\rho=200$ mm give $A/B=1.125$ and $a=0.495$. For $N=24$ to 31 the equal-weight error is $3.3\times10^{-5}$. Gauss gives $6.0\times10^{-9}$ with the peak at the ends and $2.8\times10^{-3}$ with it in the middle.
- **Broad flux:** $h=600$ mm, $s=200$ mm and $\rho=150$ mm give $A/B=7.04$ and $a=2.64$. For $N=6$ to 9 the three errors are $4.2\times10^{-8}$, $1.6\times10^{-6}$ and $4.7\times10^{-5}$.

In the sharp case the predicted Gauss rates are 0.804 and 0.314 per point, on either side of the equal-weight rate of 0.495. The ordering of the errors follows these rates.

## The planetary scheme

For the closed planetary path, set $w=e^{it}$. Each cosine in $r^2$ becomes a sum of a positive and a negative power of $w$, so $w^pr^2$ is a polynomial of degree $2p$. Since $|w|=e^{-{\rm Im}\,t}$, its roots give

$$a=\min_{\rm roots}\bigl|\ln|w|\bigr|.$$

Near a simple root $w_*$, $F$ behaves as $(1-w/w_*)^{-m}$ times a smooth factor. The binomial argument again gives $N^{m-1}e^{-aN}$, now with phases when several roots contribute. This is an envelope, because the phases can cancel. For a centred source, $s=0$, only harmonics that are multiples of $p-q$ occur, so for $N$ coprime to $p-q$ the first aliased harmonic is $(p-q)N$ and the error is far smaller.

The number of points can also be fixed in advance without finding roots. For complex $t$ with $|{\rm Im}\,t|\le y$, $|\cos(kt+\delta)|\le\cosh(ky)$. Therefore ${\rm Re}\,r^2\ge H-Q(y)$, where

$$Q(y)=2R\rho\cosh[(p-q)y]+2Rs\cosh(qy)+2\rho s\cosh(py).$$

Wherever $Q(y)<H$, the strip contains no zero, and the earlier bound holds with

$$M=\frac{(n+1)h^{n+1}}{2\pi}\,[H-Q(y)]^{-m}.$$

Scanning $y$ for the smallest bound gives a certified $N$ for a chosen absolute error. For a relative error the bound is divided by $I$ or, in advance, by a lower limit to $I$, such as the value of $F$ at $r^2=H+Q(0)$. The certified count quoted below uses the computed $I$. The method needs $Q(0)<H$. If the source is too close for that, the roots still give the rate, but this bound is unavailable.

A practical alternative doubles the grid. If $M_N$ is the mean at the midpoints of the old grid, $T_{2N}=(T_N+M_N)/2$, and no sample is wasted. Stopping when successive means agree is usually sensible but is not a proof, because

$$T_N-T_{2N}=\sum_{j\ {\rm odd}}c_{jN}$$

does not contain the even multiples of $N$. If harmonic $N$ happens to be weak and harmonic $2N$ strong, the agreement is false. The certified count guards against this.

## An aluminium coater

Take rough values for electron-beam evaporation of aluminium in a flat planetary coater: $h=600$ mm, $R=250$ mm, $s=200$ mm, $\rho=100$ mm and $n=2$. Seven planet turns accompany two orbits, and $\beta_0=0.7$ rad. Then $H=472\,500$ mm² and $Q(0)=190\,000$ mm², so the bound applies. The polynomial roots give $a=0.427$.

The table compares errors relative to $I$, with all grids starting at $t=0$. The reference is an adaptive quadrature.

| $N$ | Equal weights | Simpson | Gauss |
|---|---|---|---|
| 16 | $5.4\times10^{-4}$ | $2.9\times10^{-4}$ | $9.1\times10^{-3}$ |
| 32 | $1.9\times10^{-6}$ | $1.8\times10^{-4}$ | $7.4\times10^{-5}$ |
| 64 | $2.9\times10^{-12}$ | $6.2\times10^{-7}$ | $2.7\times10^{-9}$ |

Simpson wins at $N=16$. Its error there, $|4E_{16}-E_8|/3$, is smaller than $4|E_{16}|/3$, so $E_8$ must have the sign of $E_{16}$, and the two terms partly cancel. The advantage is gone at $N=32$, where Simpson's error is close to one third of the 16-point equal-weight error, as the formula requires.

For a relative error below $10^{-6}$ that persists at every larger count tried, up to 140, equal weights need 36 points and Simpson 64, both with grids starting at $t=0$. Gauss needs 47 to 55, depending on which of 24 starting angles is used. The certified count is 64. Doubling from 8 points stops at 128: the means at 32 and 64 still differ by about $1.9\times10^{-6}$, so one more doubling is made although the 64-point mean is already far inside the target.

One gram at a density of 2.7 g/cm³ occupies 370 mm³. With $I=7.636\times10^{-7}$ mm⁻², the thickness is

$$370.4\times7.636\times10^{-7}\ {\rm mm}=2.828\times10^{-4}\ {\rm mm}=283\ {\rm nm}.$$

## Does the gear ratio matter?

If the gear ratio is irrational, the long-time mean runs over two independent angles. Let $c_{kl}$ be the coefficient of $e^{i(k\alpha+l\beta)}$ in $F$. On the closed path this term has frequency $kq+lp$ and survives averaging if that vanishes. Since $p$ and $q$ are coprime, $k=jp$ and $l=-jq$, so

$$I=c_{00}+\sum_{j\ne0}c_{jp,-jq}\,e^{-ijq\beta_0}.$$

In the example, a two-dimensional Fourier transform gives a leading amplitude $2|c_{7,-2}|/c_{00}=1.8\times10^{-5}$, or 0.005 nm. The two-angle mean can therefore replace the closed path here. It gives 291 nm at the planet centre, 289 nm at 50 mm and 283 nm at 100 mm, a fall of 3.0% from the centre to 100 mm.

## Where the scheme fails

Exponential convergence requires that no shadow edge cross the path. On a rotating drum the substrate turns away from the source, and the flux reaches zero with a finite slope. Suppose the slope jumps by $J$ at $t=\pm\alpha_0$. Integrating by parts twice gives, for each kink at $x_0$, the leading coefficient $-Je^{-ikx_0}/(2\pi k^2)$. Adding both kinks and both signs of $j$,

$$E_N\approx-\frac{2J}{\pi N^2}\sum_{j\ge1}\frac{\cos(jN\alpha_0)}{j^2}=-\frac{2\pi J}{N^2}B_2(\xi),$$

where $\xi$ is the fractional part of $N\alpha_0/(2\pi)$ and $B_2(\xi)=\xi^2-\xi+1/6$. For a drum of radius 200 mm, with its axis 600 mm from an $n=1$ source aimed at it, the largest relative error for $N=64$ to 95 is $3.4\times10^{-4}$. The cure is to integrate over the lit arc alone. The flux is smooth there but no longer periodic, which is a task for Gauss quadrature.

## Numerical and physical accuracy

The example's inputs are rough, and a real melt need not emit as a fixed $\cos^n$ lobe. At fixed evaporated mass, changing $n$ from 2 to 1.5 or 2.5 changes the thickness at 100 mm by $-13\%$ or $+11\%$. This is the largest effect estimated here. At $5\times10^{-6}$ Torr and 300 K, a hard-sphere estimate with a collision diameter of 0.37 nm gives a mean free path of 10 m for the residual gas molecules among themselves. If this length is also used for the aluminium atoms, roughly 6% of those heading for the substrate collide on the way; this is not the thickness loss, since some scattered atoms still land. The figure also omits collisions among the aluminium atoms themselves. A growth rate of 1 nm/s here means evaporating about 3.5 mg/s. From a melt of 10 mm radius, free evaporation at that rate needs roughly 1700 K and a vapour pressure near 20 Pa, where the vapour's own mean free path is only 2 to 3 mm. The flow just above the melt is then not collisionless, and the $\cos^n$ lobe is only an empirical description of the plume farther out.

Timing matters less. At 10 orbits per minute and 1 nm/s, the run lasts 23.6 closed cycles, and the unfinished one changes the thickness by at most about 0.4%. A 5% source-rate ripple locked to the orbit could change it by up to 1.2%, because it multiplies a flux harmonic that ordinary averaging removes. Spreading emission uniformly over a melt of 10 mm radius changes it by $-0.01\%$. During the flight of an atom at the mean speed for 1500 K, about 1.1 km/s, the substrate moves less than 0.5 mm; the hotter melt needed for 1 nm/s gives faster atoms and a smaller shift. Incomplete sticking and changes of melt shape are not estimated.

The 16-point error is 0.05% for the grid starting at $t=0$, but it reaches about 0.3% for other starting angles. Even that is small beside the uncertainty from $n$. More points are justified when the numerical error must stay below small differences between computed designs, but they do not make the source model more accurate.
